\section*{How Often a Carbon Vacancy Has One Silicon-29 Neighbour}

\section*{Problem}

A carbon vacancy in silicon carbide is a missing carbon atom surrounded by four nearest silicon sites. Of the stable silicon isotopes, silicon-28 and silicon-30 have nuclear spin zero, while silicon-29 has spin $1/2$ and therefore a magnetic moment. Its abundance, as a fraction of silicon atoms, is $p=0.047$. Here a \emph{magnetic neighbour} means a silicon-29 nucleus on one of these four sites. Isotopes are placed at random: each site holds silicon-29 with probability $p$, independently of the others.

\begin{enumerate}
\item[(a)] Show that about 16 percent of the vacancies have exactly one magnetic neighbour. Find also the fractions with zero, two, three and four, and the density of vacancies with exactly one when the total density is $10^{15}\ \mathrm{cm^{-3}}$.
\item[(b)] How does the fraction in (a) respond to a small change of abundance, and how does it behave for small and large $p$?
\item[(c)] The vacancy carries one unpaired electron, coupled equally to all four sites with isotropic hyperfine coupling $A=140$ MHz. The electron resonance frequency is $\nu=9500$ MHz. What share of the resonance intensity lies in the first pair of satellite lines, and how is it related to the fraction in (a)?
\item[(d)] Estimate what is changed by inequivalent silicon sites, by carbon-13 in the next shell, and by a preference of the heavier isotope for stiffer sites. Use 1.1 percent carbon-13, a lattice vibration quantum of 0.10 eV and isotope exchange at 1500 K, all rough values.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Counting the neighbours}

Let $q=1-p=0.953$ be the probability that a site holds a non-magnetic isotope. Label the sites 1 to 4, and ask first for one definite arrangement: site 1 magnetic, sites 2, 3 and 4 not. Because the sites are independent, the probabilities multiply:
\begin{equation}
p\times q\times q\times q=pq^3 .
\end{equation}
The magnetic nucleus could equally well be on site 2, 3 or 4. These four arrangements exclude one another, since a vacancy with exactly one magnetic neighbour has it in one place. Their probabilities therefore add:
\begin{equation}
P_1=pq^3+pq^3+pq^3+pq^3=4p(1-p)^3 .
\label{eq:one}
\end{equation}
With the given abundance,
\begin{align}
q^3&=0.953^3=0.865523,\\
pq^3&=0.047\times0.865523=0.040680,\\
P_1&=4\times0.040680=0.1627 .
\end{align}
About 16 percent of the vacancies have exactly one magnetic neighbour, as was to be shown.

The same reasoning gives the other fractions. A definite arrangement with $k$ magnetic sites has probability $p^kq^{4-k}$, and the $k$ sites can be chosen in $\binom4k$ ways, so
\begin{equation}
P_k=\binom4k p^kq^{4-k}.
\label{eq:binomial}
\end{equation}
The numbers of arrangements for $k=0,\ldots,4$ are $1,4,6,4,1$, and
\begin{align}
P_0&=q^4=82.48\%, & P_1&=4pq^3=16.27\%,\\
P_2&=6p^2q^2=1.20\%, & P_3&=4p^3q=0.040\%,\\
P_4&=p^4=0.0005\% .
\end{align}
They add to one because $\sum_kP_k=(p+q)^4=1$.

Two neighbouring quantities must be kept apart from $P_1$. The fraction with \emph{at least} one magnetic neighbour is $1-q^4=17.52\%$; it includes the cases $k=2,3,4$. The \emph{mean number} of magnetic neighbours is $4p=0.188$, because each site contributes $p$ to the mean. This is a number per vacancy, not a fraction of vacancies: a vacancy with two magnetic neighbours contributes twice.

The density of vacancies with exactly one magnetic neighbour is
\begin{equation}
0.1627\times10^{15}\ \mathrm{cm^{-3}}
=1.63\times10^{14}\ \mathrm{cm^{-3}} .
\end{equation}

The fraction is a mean over many centres. If $N$ separate vacancies with no shared neighbours are examined one by one, the number with exactly one magnetic neighbour has mean $NP_1$ and variance $NP_1(1-P_1)$, since each vacancy is an independent yes-or-no trial. For $N=100$ the mean is 16.3 and the standard deviation is $\sqrt{100\times0.1627\times0.8373}=3.7$. Finding 12 or 20 such centres in a hundred would not contradict the calculation.

The effect of shared neighbours can be examined on a lattice with random placement, where adjacent carbon sites have a silicon neighbour in common. In a simulated cubic crystal with one million carbon sites, a fixed total of silicon-29 was shuffled over the silicon sites. Exactly one magnetic neighbour was found at 16.26\% of the carbon sites, against 16.27\% from Eq.~\eqref{eq:one}. Sharing a neighbour correlates two nearby vacancies, but it does not change the mean fraction, because Eq.~\eqref{eq:one} holds at each vacancy separately.

Independence among the four sites of \emph{one} vacancy is essential. In the extreme opposite case, where all four sites always carry the same kind of isotope, a fraction $p$ of vacancies has four magnetic neighbours, a fraction $q$ has none, and $P_1=0$. The abundance is the same in both cases, so abundance alone does not determine $P_1$.

\subsection*{(b) Dependence on abundance}

Differentiate Eq.~\eqref{eq:one} with the product rule. The factor $(1-p)^3$ has derivative $-3(1-p)^2$, hence
\begin{align}
\frac{dP_1}{dp}
&=4(1-p)^3-12p(1-p)^2\\
&=4(1-p)^2\left[(1-p)-3p\right]\\
&=4(1-p)^2(1-4p).
\label{eq:slope}
\end{align}
At $p=0.047$ this is $4\times0.953^2\times0.812=2.95$. A change of abundance by 0.1 percentage point therefore changes $P_1$ by about 0.3 percentage point. Direct evaluation gives 15.98\% at $p=4.6\%$ and 16.57\% at $p=4.8\%$. If ``4.7 percent'' means a value between 4.65 and 4.75 percent, $P_1$ is uncertain by about 0.15 percentage point, and the rounded answer of 16 percent stands.

For small $p$, expansion of the cube gives
\begin{equation}
P_1=4p(1-3p+3p^2-p^3)\simeq4p(1-3p).
\end{equation}
The leading term $4p$ says that each of four sites has its own small chance. The correction $-12p^2$ has a simple origin. The mean number is $4p=P_1+2P_2+\ldots$, and $2P_2\simeq12p^2$ must be subtracted to leave $P_1$. For the present abundance the leading term is 18.8\%, which is too large by 2.5 percentage points.

Equation~\eqref{eq:slope} is positive for $p<1/4$ and negative for $1/4<p<1$. The largest value is thus reached at $p=1/4$, where $P_1=4\times\frac14\times(\frac34)^3=27/64$, or 42\%. Enriching the crystal in silicon-29 beyond that point makes single magnetic neighbours rarer, since further magnetic nuclei join the first. At $p=1$ all four neighbours are magnetic and $P_1=0$.

The slope also shows what happens if the abundance varies from region to region. Differentiating once more,
\begin{align}
\frac{d^2P_1}{dp^2}
&=-8(1-p)(1-4p)-16(1-p)^2\\
&=-(1-p)\left[8-32p+16-16p\right]\\
&=-24(1-p)(1-2p),
\end{align}
which is negative for $p<1/2$. The curve bends downwards there, so the average of $P_1$ over regions with different abundances below one half is smaller than $P_1$ at the average abundance.

\subsection*{(c) What the electron resonance shows}

Take the magnetic field along $z$ and measure energies as frequencies. With $k$ magnetic neighbours the spin Hamiltonian is
\begin{equation}
\frac{H}{h}=\nu S_z+\nu_{\rm n}\sum_{i=1}^kI_{iz}
+A\sum_{i=1}^k\mathbf S\cdot\mathbf I_i ,
\end{equation}
where $\mathbf S$ is the electron spin, $\mathbf I_i$ are the nuclear spins, all in units of $\hbar$, and $\nu_{\rm n}$ is the nuclear Zeeman frequency, roughly 2.9 MHz here. Since $A\ll\nu$, first-order perturbation theory keeps the part $AS_zI_{iz}$ of each coupling. The electron transition takes $S_z$ from $-1/2$ to $+1/2$ and leaves each $m_i=\pm1/2$ unchanged. The nuclear Zeeman energy is then the same before and after, and cancels. The transition frequency is
\begin{equation}
\nu_{\rm line}=\nu+A\sum_{i=1}^km_i .
\end{equation}
One magnetic neighbour gives two lines, at $\nu\pm A/2$, separated by $A$. At 300 K the two nuclear orientations are almost equally populated: the population difference is at most of relative order $hA/k_{\rm B}T=2.2\times10^{-5}$. The two lines thus have equal weight in the usual experiment, where the microwave frequency is fixed and the field is swept. If the field is fixed and the frequency is swept instead, the electron population difference is larger for the upper line by a relative amount of about $A/\nu=1.5\%$. The intensity shares below leave out this factor and count transition strengths only.

To collect all isotope patterns, let a factor $x$ stand for a shift of $+A/2$ and $x^{-1}$ for $-A/2$. One site contributes no shift with probability $q$, and each of the two shifts with probability $p/2$. For four independent sites the shifts add, so the factors multiply:
\begin{equation}
G(x)=\left[q+\frac p2\left(x+\frac1x\right)\right]^4
=\sum_{k=0}^4\binom4kq^{4-k}\left(\frac p2\right)^k
\left(x+\frac1x\right)^k .
\end{equation}
The coefficient of $x^n$ is the intensity share of the line at $\nu+nA/2$.

For the central line we need $x^0$. It occurs once for $k=0$, twice in $(x+x^{-1})^2$ and six times in $(x+x^{-1})^4$. Therefore
\begin{align}
W_0&=q^4+6q^2\frac{p^2}{4}\times2+\frac{p^4}{16}\times6\\
&=q^4+3p^2q^2+\frac38p^4
=P_0+\frac12P_2+\frac38P_4 .
\end{align}
For the upper first satellite we need $x^1$. It occurs once for $k=1$ and three times in $(x+x^{-1})^3$:
\begin{align}
W_1&=4q^3\frac p2+4q\frac{p^3}{8}\times3\\
&=2pq^3+\frac32p^3q
=\frac12P_1+\frac38P_3 .
\end{align}
The lower satellite has the same weight, because $G(x)=G(1/x)$. Numerically,
\begin{align}
W_0&=82.484\%+\tfrac12\times1.204\%=83.086\%,\\
W_1&=\tfrac12\times16.272\%+\tfrac38\times0.040\%=8.151\%,\\
2W_1&=16.30\% .
\end{align}
The term with $P_4$ is too small to affect these digits. The satellite pair carries 16.30\% of the intensity, slightly more than $P_1=16.27\%$. The excess comes from vacancies with three magnetic neighbours: when two of the three nuclear spins cancel, the remaining one produces, to first order, the same shift as a single neighbour.

Diagonalizing the full Hamiltonian for zero to four nuclei, with all terms kept, gives 83.086\% for the central line and 8.150\% for each satellite. This supports the first-order weights. The coupling terms dropped above mix states and weaken the lines of a single magnetic neighbour by a relative amount of about $(A/2\nu)^2\simeq5\times10^{-5}$. This takes each satellite from 8.1508\% to 8.1503\%, and the two values round to different last digits.

The ratio of the satellite pair to the central line is $2W_1/W_0=0.196$. It is a useful measure of how many sites share the coupling. For $n$ equivalent sites, keeping only centres with zero or one magnetic neighbour,
\begin{equation}
\frac{P_1}{P_0}=\frac{npq^{n-1}}{q^n}=\frac{np}{q}.
\end{equation}
This is 0.197 for $n=4$ and 0.148 for $n=3$. The small difference between 0.197 and 0.196 arises mainly because half of the centres with two magnetic neighbours add to the central line.

That addition merges completely with the central line only if the lines are broad enough. Two equivalent nuclei with spin $1/2$ form a total spin $I=1$ or $I=0$. The omitted part of the coupling is $\frac A2(S_+I_-+S_-I_+)$. For $I=1$ it connects $|{\uparrow},0\rangle$ with $|{\downarrow},1\rangle$, and $|{\downarrow},0\rangle$ with $|{\uparrow},-1\rangle$. Each matrix element is $\frac A2\sqrt2=A/\sqrt2$, and each energy separation is close to $\nu$. In second order the upper state $|{\uparrow},0\rangle$ rises by $A^2/(2\nu)$, and the lower state $|{\downarrow},0\rangle$ falls by the same amount. The transition between them therefore moves by
\begin{equation}
\Delta\nu=\frac{A^2}{2\nu}+\frac{A^2}{2\nu}
=\frac{A^2}{\nu}=\frac{140^2}{9500}\ \mathrm{MHz}=2.06\ \mathrm{MHz}.
\end{equation}
Diagonalization gives the same value to these digits. The state with $I=0$ has no such shift. If the linewidth is well below 2 MHz, a weak component with one quarter of $P_2$, or 0.30\% of the total intensity, separates from the central line. The satellites move at the same order. Both lines of a single magnetic neighbour shift upwards by $A^2/(4\nu)=0.52$ MHz, keeping their separation $A$, and one third of the three-neighbour contribution to each satellite, the part with total spin $I=3/2$, shifts by about 3.6 MHz. The isotope fraction $P_1$ is unaffected.

\subsection*{(d) Corrections in a real crystal}

\paragraph{Inequivalent silicon sites.}
In a hexagonal crystal one silicon neighbour can lie along the crystal axis while the other three form a basal group. Their couplings to the electron may then differ. Nothing in part (a) used equal couplings, so $P_1$ does not change, but it divides according to the number of sites:
\begin{equation}
P_{\rm axial}=pq^3=4.07\%,\qquad
P_{\rm basal}=3pq^3=12.20\% .
\end{equation}
If the difference is resolved, the three basal sites remain equivalent and the field lies along the crystal axis, the spectrum shows two different satellite pairs in place of one; in other directions, anisotropic couplings can split the basal pair further. Reading the stronger pair alone as the whole of $P_1$ would miss one quarter of the vacancies with a single magnetic neighbour. Equality of the couplings thus concerns only the spectrum; the count requires equal and independent isotope probabilities.

\paragraph{Carbon-13.}
Around the vacancy there are twelve carbon sites in the next shell. Carbon-13 also has a nuclear moment. With its abundance $c=0.011$, the probability that none of the twelve is magnetic is $(1-c)^{12}$, so at least one is magnetic at
\begin{equation}
1-(1-0.011)^{12}=12.4\%
\end{equation}
of the vacancies. Carbon and silicon isotopes are placed independently. The fraction with exactly one silicon-29 neighbour and no carbon-13 in the next shell is therefore
\begin{equation}
P_1(1-c)^{12}=0.1627\times0.876=14.25\% .
\end{equation}
The simulated crystal gives 14.25\% as well. This fraction answers a different question from (a). A carbon-13 nucleus may split or broaden a line; it does not alter the number of magnetic silicon neighbours. More distant silicon sites are left out of this count, although on one of the two carbon sites of the hexagonal 4H crystal a silicon atom on the axis lies only about 2 percent farther away than the twelve carbon atoms. Each of them is magnetic with probability $p$, which is larger than $c$, so requiring them to be non-magnetic as well would lower the fraction considerably.

\paragraph{Preference for stiff sites.}
If isotopes can exchange between sites at high temperature, the heavier one gains slightly by occupying a stiffer site. Its lower vibration frequency saves more zero-point energy there, but at 1500 K thermal motion cancels most of this gain, so the full partition function is needed. Treat each atom as three independent oscillators, and let $u=\hbar\omega/k_{\rm B}T$. The partition function of one oscillator is
\begin{equation}
Z(u)=\sum_{n=0}^\infty e^{-u(n+1/2)}=\frac{1}{2\sinh(u/2)} .
\end{equation}
For a very soft site $u\to0$ and $Z\to1/u$. Compare the isotope ratio on a stiff site with that on a very soft one. On the soft site $Z_{29}/Z_{28}\to u_{28}/u_{29}$, and this ratio depends only on the masses. Dividing by it gives, for each oscillator,
\begin{equation}
\frac{Z(u_{29})}{Z(u_{28})}\,\frac{u_{29}}{u_{28}}
=\frac{f(u_{29})}{f(u_{28})},\qquad
f(u)=\frac{u/2}{\sinh(u/2)} .
\end{equation}
At 1500 K, $k_{\rm B}T=0.1293$ eV, so $u_{28}=0.10/0.1293\simeq0.77$. With equal force constants $\omega\propto M^{-1/2}$, hence $u_{29}=u_{28}\sqrt{28/29}$. The cube of the ratio, for three directions, is 1.0026.

A silicon atom beside the vacancy has lost one bond. If this softens its site, the odds $p/q$ there are lower than in the bulk by at most this factor, in the present oscillator model with all non-magnetic silicon treated as silicon-28. The limit corresponds to a neighbour with no restoring force. Even then $P_1$ falls by only 0.034 percentage point. Random placement is thus a good approximation for this mechanism.

\paragraph{The real defect.}
The carbon vacancy is an important electrically active defect in silicon carbide power devices. The chosen density of $10^{15}\ \mathrm{cm^{-3}}$ is high compared with good as-grown device layers and is meant for an irradiated layer; it cancels from every fraction. Electron resonance of the kind used in (c) requires a charge state with an unpaired electron, so intensities refer to vacancies in that state. The single value of $A$ is a round model parameter of realistic order. In the real defect the couplings can be unequal and depend on field direction. The 4H crystal also has two inequivalent carbon sites, each with its own couplings, so the shares quoted next refer to vacancies on one kind of site and assume that the three basal neighbours remain equivalent. This is the assumption of (c) that fails most clearly, and for the axial and basal case, with the field along the crystal axis, one pair near 16\% is then replaced by pairs near 4\% and 12\%. The count in (a) remains 16 percent for natural silicon, but not for isotopically purified or enriched crystals, for which the actual $p$ must be put into Eq.~\eqref{eq:one}. The numerical output below lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
silicon-29 abundance p: 4.7 %
non-magnetic probability q: 0.953
q cubed: 0.865523
one named site only, p q^3: 0.040680
fraction with 0 magnetic neighbours: 82.4844 %
fraction with 1 magnetic neighbours: 16.2718 %
fraction with 2 magnetic neighbours: 1.2037 %
fraction with 3 magnetic neighbours: 0.0396 %
fraction with 4 magnetic neighbours: 0.0005 %
at least one magnetic neighbour: 17.52 %
mean number of magnetic neighbours 4p: 0.188
random crystal, carbon sites inspected: 1000000
random crystal, exactly one: 16.26 %
vacancy density: 1.00e+15 cm^-3
density with exactly one: 1.627e+14 cm^-3
hyperfine coupling A: 140 MHz
electron resonance frequency: 9500 MHz
nuclear Zeeman frequency (rough): 2.9 MHz
doublet separation, diagonalized: 140.000 MHz
central line weight, formula: 83.086 %
central line weight, diagonalized: 83.086 %
each first satellite, formula: 8.151 %
lower satellite, diagonalized: 8.150 %
upper satellite, diagonalized: 8.150 %
satellite pair, formula: 16.302 %
satellite pair / central line: 0.1962
second-order central shift, two nuclei: 2.06 MHz
single magnetic neighbour axial: 4.07 %
single magnetic neighbour basal: 12.20 %
slope dP1/dp: 2.950
P1 at p = 4.6 %: 15.98 %
P1 at p = 4.8 %: 16.57 %
carbon-13 abundance (rough): 1.1 %
next-shell carbon sites: 12
at least one next-shell carbon-13: 12.4 %
one silicon-29 and no such carbon-13: 14.25 %
same, random crystal: 14.25 %
lattice quantum (rough): 0.10 eV
isotope exchange temperature (rough): 1500 K
kT at exchange: 0.1293 eV
limiting isotope odds factor: 1.00256
P1 change from isotope preference: -0.034 points
measurement temperature: 300 K
hA/kT at measurement: 2.24e-05
\end{verbatim}
